# Hybrid TDDFT trial-vector products as Fock-like builds with nonsymmetric densities

Before an excited-state calculation with time-dependent Hartree–Fock theory (TDHF) or a hybrid functional is started, one has to decide whether its response matrices are to be stored. With $o$ occupied and $v$ virtual orbitals, each matrix has $(ov)^2$ elements. For $o=200$ and $v=1800$ at eight bytes per number, the two matrices together take 2074 GB (1 GB is $10^9$ bytes), while a vector on which they act takes 2.88 MB. An iterative eigensolver needs the action of the matrices on such vectors, not their elements. That action can be obtained from the same kind of two-electron contraction as a Fock matrix, provided that the contraction accepts a density matrix that is not symmetric.

Consider a closed-shell ground state with real canonical orbitals, and a spin-singlet perturbation, so that both spins respond equally. Atomic units are used in the algebra. Indices $i,j$ denote occupied orbitals, $a,b$ virtual orbitals and $p,q,r,s$ either kind. The integrals are

$$
(pq|rs)=\iint \phi_p(1)\phi_q(1)\frac{1}{r_{12}}\phi_r(2)\phi_s(2)\,d1\,d2 .
$$

For real orbitals the order within each pair does not matter, and the two pairs may be exchanged. Let $\gamma$ be the density matrix of one spin, so that the total density is $n=2\sum_{rs}\gamma_{rs}\phi_r\phi_s$. With a fraction $c$ of exact exchange, the mean-field Hamiltonian is

$$
F_{pq}[\gamma]=h_{pq}+\sum_{rs}\gamma_{rs}\left[2(pq|rs)-c\,(pr|sq)\right]+v^{\rm xc}_{pq}[n].
$$

The factor 2 arises because electrons of both spins contribute to the Coulomb potential, whereas exchange acts between equal spins. TDHF has $c=1$ and no $v^{\rm xc}$. For a hybrid, $v^{\rm xc}$ contains correlation and only the part of exchange not treated exactly, and it is taken as adiabatic: it depends on the density at the same instant, through $n$ and possibly $\nabla n$.

If each occupied orbital obeys $i\dot\phi=F\phi$, the density matrix obeys $i\dot\gamma=[F,\gamma]$. Write $\gamma=\gamma_0+\delta\gamma$, where $\gamma_0$ is one on the occupied diagonal and zero elsewhere. To first order, $\gamma^2=\gamma$ requires $\gamma_0\delta\gamma+\delta\gamma\gamma_0=\delta\gamma$. In the occupied–occupied block this reads $2\delta\gamma=\delta\gamma$, and in the virtual–virtual block $0=\delta\gamma$. Hence both blocks vanish, and only the mixed blocks can change.

Let $\gamma^{(1)}$ be the coefficient of $e^{-i\omega t}$ in $\delta\gamma$ and $F^{(1)}$ the change of $F$ that it causes. The linearized equation without an external field is

$$
\omega\gamma^{(1)}=[F_0,\gamma^{(1)}]+[F^{(1)},\gamma_0].
$$

Name the two blocks $X_{ia}=\gamma^{(1)}_{ai}$ and $Y_{ia}=\gamma^{(1)}_{ia}$, and let $\Delta_{ia}=\varepsilon_a-\varepsilon_i$. Since $F_0$ is diagonal, the first commutator gives $\Delta_{ia}X_{ia}$ in element $ai$ and $-\Delta_{ia}Y_{ia}$ in element $ia$. The second gives $F^{(1)}_{ai}$ and $-F^{(1)}_{ia}$, because $\gamma_0$ is one for $i$ and zero for $a$. Therefore

$$
\omega X_{ia}=\Delta_{ia}X_{ia}+F^{(1)}_{ai},\qquad
-\omega Y_{ia}=\Delta_{ia}Y_{ia}+F^{(1)}_{ia}.
$$

Now insert the two blocks of $\gamma^{(1)}$ into the linear change of $F$. In the exchange term, $X_{jb}$ enters with $r=b,\ s=j$, and $Y_{jb}$ with $r=j,\ s=b$. This gives

$$
F^{(1)}_{ai}=\sum_{jb}\Big\{[2(ia|jb)+2f_{ia,jb}](X_{jb}+Y_{jb})
-c(ij|ab)X_{jb}-c(ib|ja)Y_{jb}\Big\}.
$$

In $F^{(1)}_{ia}$ the two exchange integrals change places. Here $f_{ia,jb}$ is the matrix element of the exchange-correlation kernel $\delta v^{\rm xc}/\delta n$ between the products $\phi_i\phi_a$ and $\phi_j\phi_b$; its factor 2 comes from $n=2\sum\gamma\phi\phi$. With

$$
\begin{aligned}
A_{ia,jb}&=\delta_{ij}\delta_{ab}\Delta_{ia}+2(ia|jb)-c(ij|ab)+2f_{ia,jb},\\
B_{ia,jb}&=2(ia|jb)-c(ib|ja)+2f_{ia,jb},
\end{aligned}
$$

the equations become

$$
AX+BY=\omega X,\qquad BX+AY=-\omega Y.
$$

The two left-hand sides are what an iterative solver must supply for given trial vectors.

Expand the orbitals in $N$ real basis functions, $\phi_p=\sum_\mu C_{\mu p}\chi_\mu$, and collect the occupied and virtual columns in $C_o$ and $C_v$. Greek indices refer to basis functions. Exchange decides which density is needed. Its part in $AX$, before the factor $-c$, is

$$
\sum_{jb}(ij|ab)X_{jb}
=\sum_{\mu\nu}C_{\mu i}C_{\nu a}
\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)
\left[\sum_{jb}C_{\lambda j}X_{jb}C_{\sigma b}\right].
$$

The sums are finite, so their order may be changed, and the bracket can be formed first. It is $(C_oXC_v^T)_{\lambda\sigma}$. For $BY$, write $(ib|ja)=(ib|aj)$. The second index of the first pair is now virtual:

$$
\sum_{jb}(ib|aj)Y_{jb}
=\sum_{\mu\nu}C_{\mu i}C_{\nu a}
\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)
\left[\sum_{jb}C_{\lambda b}Y_{jb}C_{\sigma j}\right].
$$

This bracket is $(C_vY^TC_o^T)_{\lambda\sigma}$. Both terms have the same integral pattern, so their densities can be added:

$$
P=C_oXC_v^T+C_vY^TC_o^T .
$$

In the orbital basis $P$ is the transpose of $\gamma^{(1)}$. Define the Coulomb and exchange matrices

$$
J[P]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\nu|\lambda\sigma)P_{\lambda\sigma},\qquad
K[P]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)P_{\lambda\sigma}.
$$

The Coulomb term uses the same $P$, since $(\mu\nu|\lambda\sigma)$ does not distinguish $\lambda\sigma$ from $\sigma\lambda$:

$$
\sum_{jb}(ia|jb)(X_{jb}+Y_{jb})=(C_o^TJ[P]C_v)_{ia}.
$$

For the kernel, form the first-order density $n_1=2\sum_{\lambda\sigma}P_{\lambda\sigma}\chi_\lambda\chi_\sigma$. Let $e$ be the energy per volume from which $v^{\rm xc}$ derives, without the exact-exchange part, regarded as a function of $\rho=(n,\partial_xn,\partial_yn,\partial_zn)$, and let $\rho^{(1)}$ contain $n_1$ and its three derivatives. The change of the potential matrix is

$$
V[P]_{\mu\nu}=\int\left[u_0\chi_\mu\chi_\nu+
\sum_{k=1}^{3}u_k\partial_k(\chi_\mu\chi_\nu)\right]d\mathbf r,
\qquad
u_x=\sum_{y=0}^{3}\frac{\partial^2e}{\partial\rho_x\partial\rho_y}\rho^{(1)}_y .
$$

For a local-density functional only $u_0$ remains. On a quadrature grid one evaluates $n_1$, multiplies by the second derivatives and forms one $N\times N$ matrix; the elements $f_{ia,jb}$ are not needed. Since $n_1=2\sum_{jb}(X_{jb}+Y_{jb})\phi_j\phi_b$, the occupied–virtual block of $V[P]$ is $2\sum_{jb}f_{ia,jb}(X_{jb}+Y_{jb})$, with the required factor.

Collecting the terms in $G[P]=2J[P]-cK[P]+V[P]$ gives

$$
AX+BY=\Delta\circ X+C_o^TG[P]C_v,
$$

where $\circ$ means multiplication element by element. The second row needs no further build. In the virtual–occupied block, exchange is $\sum_{\lambda\sigma}(a\lambda|i\sigma)P_{\lambda\sigma}$. The $X$ part has $\lambda=j,\ \sigma=b$ and gives $(aj|ib)=(ib|ja)$, the integral in $B$. The $Y$ part has $\lambda=b,\ \sigma=j$ and gives $(ab|ij)$, the integral in $A$. The Coulomb and kernel matrices are symmetric, so they contribute the same in both blocks. Thus

$$
BX+AY=\Delta\circ Y+(C_v^TG[P]C_o)^T .
$$

The ground-state Fock matrix has the two-electron part $2J[D]-cK[D]$ with $D=C_oC_o^T$. The response product applies the same linear map to $P$. It differs in that the one-electron matrix is absent, the orbital gaps are added separately, and the exchange-correlation potential is replaced by its linear change. This is the sense of "Fock-like".

For a single trial vector $b$, set $X=b$ and $Y=0$. Then $P=C_obC_v^T$, and the two blocks of one $G[P]$ supply $Ab$ and $Bb$, hence also $(A+B)b$ and $(A-B)b$. In the Tamm–Dancoff approximation, which sets $B=0$, only the first block is used.

A Fock routine written for ground states may assume a symmetric density. Relabelling the sum shows what this would do to exchange:

$$
K[P^T]_{\mu\nu}=\sum_{\lambda\sigma}(\mu\lambda|\nu\sigma)P_{\sigma\lambda}
=\sum_{\lambda\sigma}(\nu\lambda|\mu\sigma)P_{\lambda\sigma}=K[P]_{\nu\mu}.
$$

By contrast, $J[P^T]=J[P]$ and $V[P^T]=V[P]$. If $P$ is replaced by $\tfrac12(P+P^T)$, the occupied–virtual block becomes the average of the two blocks, and the intended $Ab$ turns into

$$
\Delta\circ b+\tfrac12\left[(Ab-\Delta\circ b)+Bb\right].
$$

Subtracting $Ab$ leaves the error

$$
\frac c2\sum_{jb}\left[(ij|ab)-(ib|ja)\right]b_{jb}.
$$

It vanishes for $c=0$: a pure local or gradient-corrected functional can use the symmetrized density, but a hybrid in general cannot. Symmetric densities are still useful if the desired product is chosen to suit them. The density $P+P^T$ yields $(A+B)b$. The antisymmetric density $P-P^T$ has no Coulomb or kernel response and yields $(A-B)b$ from exchange and the orbital gaps. For $c=0$, $A-B$ is just the diagonal matrix of gaps.

A Davidson solver can now be written entirely in terms of products. Add and subtract the two response equations, with $R=X+Y$ and $L=X-Y$:

$$
(A+B)R=\omega L,\qquad (A-B)L=\omega R .
$$

Let the columns of $Q$ be the orthonormal trial vectors collected so far, and put $R=Qr$, $L=Ql$. Projection on $Q$ gives $M_+r=\omega l$ and $M_-l=\omega r$, where $M_\pm=Q^T(A\pm B)Q$. These small matrices are inner products of $Q$ with the stored products $AQ$ and $BQ$. They are symmetric, because exchanging $ia$ with $jb$ leaves $(ia|jb)$, $(ij|ab)$, $(ib|ja)$ and $f_{ia,jb}$ unchanged, so that $A$ and $B$ are symmetric. Eliminating $l$ gives $M_-M_+r=\omega^2r$. If $M_-$ is positive definite, the substitution $r=M_-^{1/2}t$ and multiplication by $M_-^{-1/2}$ turn this into a symmetric problem:

$$
M_-^{1/2}M_+M_-^{1/2}t=\omega^2t .
$$

If $M_+$ is positive definite too, all $\omega^2$ are positive. A negative $\omega^2$ would signal an unstable reference state, for which these excitation energies lose their meaning.

The residuals $(A+B)R-\omega L$ and $(A-B)L-\omega R$ also follow from the stored products. New trial vectors are obtained by dividing each residual component by $\Delta_{ia}-\omega$, with very small divisors replaced by a finite one, and orthonormalizing against $Q$. The division roughly imitates the solution of the linear equations with $A$ replaced by the orbital gaps and $B$ by zero. That solution would divide the residual of the $X$ row by $\Delta_{ia}-\omega$ and the residual of the $Y$ row by $\Delta_{ia}+\omega$; the two residuals above are their sum and difference, and here the first divisor is used for both. It affects the speed of convergence, while the residuals decide whether a solution has been reached.

A free barium atom gives a concrete case. Its closed outer $6s^2$ shell and low excitations into $d$ and $p$ orbitals fit the restricted singlet equations. The calculation uses the PBE0 hybrid, with $c=0.25$, the def2-TZVP basis and its effective core potential. Ten electrons are treated explicitly, so $o=5$; with $N=40$ there are $v=35$ virtual orbitals.

Take the unit trial vector that promotes an electron from the highest occupied $s$ orbital to the lowest $p$ orbital. The build with $P=C_obC_v^T$ gives the corresponding diagonal elements in eV, in the order gap, Coulomb, exchange, kernel:

$$
\begin{aligned}
A_{ia,ia}&=2.844+1.549-1.026-0.686=2.681,\\
B_{ia,ia}&=1.549-0.194-0.686=0.669 .
\end{aligned}
$$

The exchange parts differ because the integrals do. In $A$, $(ii|aa)$ is the repulsion between the two orbital densities; its negative sign represents the attraction between the promoted electron and the hole. In $B$, $(ia|ia)$ is the self-repulsion of the overlap density $\phi_i\phi_a$. The latter also appears in the Coulomb part as $2(ia|ia)=1.549$ eV, so $c(ia|ia)=0.25\times1.549/2=0.194$ eV, as found above.

With a symmetrized density, the exchange part of $A_{ia,ia}$ would be the average $-(1.026+0.194)/2=-0.610$ eV. The diagonal element would become $2.844+1.549-0.610-0.686=3.097$ eV, too high by 0.416 eV. For one normalized random trial vector spread over all 175 pairs, the norm of the error is 1.165 eV, against a norm of 1327 eV for $Ab$; both values change from one random vector to another, the error staying near 1 eV. A small error relative to the whole product can thus still be comparable with the excitation energies sought.

If this orbital pair were isolated, the equations for $R$ and $L$ would give

$$
\omega=\sqrt{(A+B)(A-B)}=\sqrt{3.350\times2.012}\ \text{eV}=2.60\ \text{eV}.
$$

The Davidson solution with all pairs gives 2.42 eV for the threefold $s\to p$ excitation, so coupling to other pairs lowers it further. Below it lies a fivefold $s\to d$ excitation at 1.43 eV. The multiplicities are those of $p$ and $d$ orbitals in a spherical atom. These are results of the stated model, not reference values: spin–orbit coupling and double excitations are left out, and the errors of the functional and the finite basis remain. A finer grid changes none of the energies above in the digits shown, but the def2-QZVP basis lowers the $s\to d$ excitation by 0.03 eV and the $s\to p$ excitation by 0.02 eV, and shifts the gap and the two diagonal elements by 0.03 to 0.07 eV.

The kernel can also be approximated by differencing the potential, but the step then needs care. For the random trial vector, the ground-state density matrix, summed over spin, was displaced by $\pm s\,2(P+P^T)$, and the central difference of the effective potential was used to form $(A+B)b$. The deviation from the analytic product, relative to the norm of its kernel part, was 26% at $s=10^{-4}$, 21% at $10^{-5}$, 0.2% at $10^{-6}$ and 0.002% at $10^{-7}$. The last tenfold reduction of the step lowers the error a hundredfold, as expected of a central difference in its quadratic regime. The percentages belong to this one vector. The failure at larger steps comes from grid points within 0.5 bohr of the nucleus, where the effective core potential leaves a very low ground-state density, between $10^{-6}$ and $10^{-4}$ in atomic units; the outer tail of the atom contributes negligibly. Its precise mechanism is not established here. The analytic second derivatives avoid this choice of step.

The storage argument depends on how the two-electron integrals are supplied. In the larger model, $N=o+v=2000$. One response matrix has $(200\times1800)^2=1.296\times10^{11}$ elements, which gives the 2074 GB for two, or 1037 GB if only one triangle of each symmetric matrix is kept. An $N\times N$ density or response potential takes 32 MB. One hundred trial vectors, each kept with its products $Ab$ and $Bb$, take $300\times2.88$ MB, or 0.864 GB. But a full list of basis-function integrals, even with each symmetry-equivalent value stored once, would take 16,016 GB. Avoiding $A$ and $B$ by storing that list would make the memory problem worse.

A direct build avoids both. It computes a small batch of integrals, adds their contributions to $J$ and $K$ for every current trial vector, and discards them. The memory for this part then consists of the batch, the trial vectors with their products, and a few $N\times N$ matrices per vector in the current set. With a density functional, the grid data for $V[P]$ come in addition: the second derivatives of $e$, ten distinct numbers per point for a gradient-corrected functional, and the basis-function values, which can likewise be handled in batches of points. Another route is density fitting, which approximates the integrals by

$$
(\mu\nu|\lambda\sigma)\approx\sum_{q=1}^{N_{\rm aux}}T^q_{\mu\nu}T^q_{\lambda\sigma}.
$$

Inserted into the definitions, this gives

$$
J[P]\approx\sum_qT^q\left(\sum_{\lambda\sigma}T^q_{\lambda\sigma}P_{\lambda\sigma}\right),\qquad
K[P]\approx\sum_qT^qP\,T^q,
$$

where each $T^q$ is a symmetric matrix. With 6000 auxiliary functions, and only the $N(N+1)/2$ distinct elements of each $T^q$ stored, the three-index array takes 96 GB. The products then belong to response matrices built from the fitted integrals, so the fitting error enters the excitation energies.

Less memory does not imply less arithmetic. Before small integrals are screened out, a direct pass handles a number of integrals that grows as $N^4$, and it must evaluate them again in every iteration. A stored matrix needs $o^2v^2$ multiplications per product, but its integrals must first be transformed to the orbital basis. The first step of that transformation, replacing one basis index by an occupied orbital, costs $oN^4$ multiplications. Which route is faster depends on the number of iterations, on the screening and on how many trial vectors share each pass.

Barium shows the small-system limit. One response matrix has only $175^2=30{,}625$ elements. When integrals are batched over three shells of basis functions and all functions in the fourth position, the largest batch already has 13,720. Starting from the twelve pairs with the smallest gaps, the Davidson solver needed 66 builds in five iterations for eight roots, in a space of dimension 175. Here storing $A$ and $B$ is a sensible choice. For the larger model, where they would occupy one to two terabytes, direct or density-fitted builds are the practical alternative, and the exchange routine must then not be restricted to symmetric densities: it has to accept either the general $P$ or, in a separate build, the antisymmetric $P-P^T$.
